\section*{Image shift from a height error on a reflective lithography mask}

\section{The problem}

A reflective mask for extreme-ultraviolet lithography is imaged onto a wafer at reduction $M=4$. Light must arrive at an angle so that the reflected beam separates from the incident one: at the mask the chief ray, the central ray of the imaging cone, makes $\theta=6^\circ$ with the surface normal. At the wafer the chief ray is normal to the surface; the lens is telecentric on that side.

Over some region the patterned surface lies $h=100$ nm above its nominal plane, towards the lens. The pattern has kept its lateral position on the mask. By how much, and in which direction, does its wafer image move relative to the image of a pattern at nominal height?

Let $x$ run along the mask in the plane of incidence, with the light travelling towards $+x$, and let $z$ point from the mask to the lens. The nominal surface is $z=0$. Wafer coordinates $x_w$ are taken without image inversion, so a point $x$ of the nominal plane is imaged at $x_w=x/M$.

\section{A tempting solution}

Follow the chief ray that would strike the nominal surface at $x=0$. On its way down it satisfies $x=-z\tan\theta$, so it meets the raised surface earlier, at
\begin{equation}
x=-h\tan\theta,\qquad z=h .
\end{equation}
After reflection it climbs at the same angle:
\begin{equation}
x=-h\tan\theta+(z-h)\tan\theta=z\tan\theta-2h\tan\theta .
\end{equation}
The lens sees a ray that seems to come from the point of the nominal plane found by setting $z=0$, which is $x=-2h\tan\theta=-21.0$ nm. Division by four gives a wafer shift of $-5.26$ nm.

\section{Where it fails}

The optics of the ray is right. The error is in what the ray carries. On the raised surface it no longer strikes the pattern point $x=0$; it strikes the point $x=-h\tan\theta$, and brings information about that point. It appears to come from $-2h\tan\theta$, so the displacement between the pattern point and its apparent position is
\begin{equation}
-2h\tan\theta-(-h\tan\theta)=-h\tan\theta .
\end{equation}
The tempting solution answers a different question: how far does a narrow beam, fixed in space, move when a mirror is raised? In a scanner the illumination is broad and nearly uniform over the pattern. Which incident ray reaches a feature does not matter. The feature marks the position, and the feature has not moved sideways.

\section{The right solution with rays}

Start from the pattern point, now at $(X,h)$. Its reflected chief ray is
\begin{equation}
x=X+(z-h)\tan\theta ,
\end{equation}
and traced back to $z=0$ it passes through $X-h\tan\theta$. The lens sends a chief ray through that point to $x_w=(X-h\tan\theta)/M$. Subtracting the nominal image position $X/M$ gives
\begin{equation}
\boxed{\;\Delta x_w=-\frac{h\tan\theta}{M}\;}
\label{eq:main}
\end{equation}
With the numbers of the problem,
\begin{equation}
\Delta x_w=-\frac{100\ \text{nm}\times 0.10510}{4}=-2.63\ \text{nm}.
\end{equation}
The image of a raised pattern moves against the lateral direction of the light; a sunken pattern moves the other way. A shift of 1 nm at the wafer corresponds to a height error of 38 nm. At $\theta=0$ the shift vanishes and the height error acts through focus.

One ray cannot show what happens to the rest of the imaging cone, or whether a thick absorber changes the answer. For that the waves are needed.

\section{The same result from waves}

\subsection{What raising the mask does to the scattered light}

Let $k=2\pi/\lambda$. Take one plane wave from the source, with lateral direction sine $\sin\theta+s$, where $s$ is its offset from the chief ray. It travels downwards with vertical direction cosine $-\gamma_{\rm in}$. The mask at nominal height scatters it into upward plane waves with lateral sine $\sin\theta+u$, vertical cosine
\begin{equation}
\gamma(u)=\sqrt{1-(\sin\theta+u)^2},
\end{equation}
and amplitude $S(u,s)$.

Now raise the whole local structure rigidly by $h$ and use the height $z'=z-h$ measured from it. The incident wave contains
\begin{equation}
e^{-ik\gamma_{\rm in}z}=e^{-ik\gamma_{\rm in}h}\,e^{-ik\gamma_{\rm in}z'} .
\end{equation}
Seen from the raised structure it is the old incident wave times a constant phase. The response is therefore the old response in $z'$ times that phase. Each outgoing wave, written again in $z$, gains a second factor, because $e^{ik\gamma z'}=e^{-ik\gamma h}e^{ik\gamma z}$. Hence
\begin{equation}
S_h(u,s)=S(u,s)\,e^{-ikh[\gamma_{\rm in}+\gamma(u)]} .
\label{eq:phase}
\end{equation}
Nothing was assumed about the thickness or composition of the mask, provided that absorber and multilayer rise together.

\subsection{Reading the phase}

The image depends on how the phase varies with $u$. Differentiating,
\begin{align}
\gamma'&=-\frac{\sin\theta+u}{\gamma},\\
\gamma''&=-\frac1\gamma-\frac{(\sin\theta+u)^2}{\gamma^3}=-\frac{1}{\gamma^3},\\
\gamma'''&=\frac{3\gamma'}{\gamma^4}=-\frac{3(\sin\theta+u)}{\gamma^5},
\end{align}
where the second line uses $\gamma^2+(\sin\theta+u)^2=1$. At $u=0$, $\gamma=\cos\theta$, so the outgoing part of the phase is
\begin{equation}
-kh\gamma(u)=-kh\cos\theta+khu\tan\theta+\frac{khu^2}{2\cos^3\theta}+\frac{khu^3\sin\theta}{2\cos^5\theta}+\dots
\label{eq:expansion}
\end{equation}

An ideal lens that images the nominal plane at reduction $M$ turns the offset $u$ into the wafer sine $Mu$. The reason is that a mask point $X$ gives each outgoing wave the phase $-kuX$; at the wafer these waves agree in phase at $x_w=X/M$ for every $u$ if their phases there grow as $kMux_w$. With $z_w$ the distance from the nominal wafer focus along the light, the field from one source point is
\begin{equation}
E_h(x_w,z_w)=\int_{-a}^{a}S_h(u,s)\,e^{ik\left[Mux_w+z_w\sqrt{1-M^2u^2}\right]}du,
\qquad a=\frac{\mathrm{NA}}{M},
\end{equation}
where NA is the numerical aperture at the wafer. The linear term of \eqref{eq:expansion} joins the position term:
\begin{equation}
kMux_w+khu\tan\theta=kMu\left(x_w+\frac{h\tan\theta}{M}\right).
\end{equation}
The field that stood at $x_w=0$ now stands at $x_w=-h\tan\theta/M$. This is \eqref{eq:main}, with the same sign.

The factor of two can now be traced as well. The incident phase $-kh\gamma_{\rm in}$ is the same for all outgoing waves from one source point. Different source points add in intensity, so this phase drops out. A narrow beam fixed in space is instead a coherent bundle of incident waves, and a mirror sends each into $u=s$. Then $\gamma_{\rm in}=\gamma(u)$, the phase is $-2kh\gamma(u)$, and its linear term gives the displacement $-2h\tan\theta$ of the tempting solution.

\subsection{Defocus and the source}

For small $Mu$, $\sqrt{1-M^2u^2}\approx1-M^2u^2/2$. The quadratic phases cancel when
\begin{equation}
\frac{h}{2\cos^3\theta}-\frac{M^2z_w}{2}=0
\quad\Longrightarrow\quad
z_w=\frac{h}{M^2\cos^3\theta}=6.35\ \text{nm}.
\label{eq:focus}
\end{equation}
This holds for lines perpendicular to the plane of incidence and to second order in $u$; at $\mathrm{NA}=0.33$ the higher even terms lower the best-focus shift of the slot imaged below to about 6.2 nm. For $\lambda=13.5$ nm and $\mathrm{NA}=0.33$ the focus scale $\lambda/(2\,\mathrm{NA}^2)$ is 62 nm, so the defocus is about a tenth of it. In nanometres the defocus exceeds the lateral shift, but the two act differently: for a symmetric pattern and a balanced source, the defocus blurs the image without moving it and is judged against the focus scale, whereas the shift enters the placement error in full. If the scattered light is asymmetric about the chief ray, defocus can also move the image.

Defocus also sets a condition on the source. Light from a source point $s$ is scattered around $u=s$. Writing $u=s+q$, the quadratic phase contains the cross term $khsq/\cos^3\theta$, linear in $q$, which is a further translation by $-hs/(M\cos^3\theta)=-Msz_w$. Source points at $+s$ and $-s$ give opposite translations, so a source balanced about the chief ray has no net first-order effect. A single source point halfway to the pupil edge, $s=0.0825/2$, would add a shift of magnitude $4\times0.04125\times6.35\ \text{nm}\approx1.0$ nm for a pattern whose scattered light stays well inside the pupil. A pattern that fills the pupil more evenly is less sensitive: for the 80 nm slot imaged below, the same source point adds only about 0.18 nm. In general, equation \eqref{eq:main} needs a balanced source.

\section{A worked image}

To see the full cone at work, consider a reflective slot 80 nm wide on the mask, with its long side perpendicular to the plane of incidence. The source is a disc with radius $\sigma$ times that of the pupil. The image is computed in a scalar model with an ideal lens, using the phase \eqref{eq:phase} without expansion. Its position is taken midway between the two half-maximum edges of the bright line.

For $h=100$ nm and $\sigma=0.5$ the shift is $-2.633$ nm, against $-2.628$ nm from \eqref{eq:main}. Across the computed cases $\sigma=0$, 0.3, 0.5 and 0.8 it varies by less than 0.001 nm. Refocusing by the 6.35 nm of \eqref{eq:focus} leaves it at $-2.633$ nm, as expected for a symmetric slot, a telecentric lens and a balanced source.

The difference of 0.005 nm has the sign and size of the cubic term. At the pupil edge, $a=0.0825$, the linear, quadratic and cubic phases are 0.404, 0.161 and 0.0014 rad. The straight line that best fits $u^3$ over a uniformly weighted pupil has slope
\begin{equation}
\frac{\int_{-a}^{a}u^4\,du}{\int_{-a}^{a}u^2\,du}=\frac{2a^5/5}{2a^3/3}=\frac{3a^2}{5}.
\end{equation}
The cubic term thus adds to the translation a fraction of about
\begin{equation}
\frac35\times\frac{0.0014}{0.404}\approx0.002,
\end{equation}
or 0.005 nm. This is an estimate, since the slot does not fill the pupil uniformly.

At $6^\circ$ the sine and the tangent differ by about half a per cent, so this case says little about which belongs in the formula. A smaller aperture, $\mathrm{NA}=0.05$ with $\sigma=0.3$, suppresses the higher terms, and larger angles separate the two functions. With $h=100$ nm held fixed:
\begin{center}
\begin{tabular}{ccc}
$\theta$ & computed shift (nm) & $-h\tan\theta/M$ (nm)\\
$3^\circ$ & $-1.310$ & $-1.310$\\
$6^\circ$ & $-2.628$ & $-2.628$\\
$12^\circ$ & $-5.314$ & $-5.314$\\
$20^\circ$ & $-9.100$ & $-9.099$
\end{tabular}
\end{center}
At $20^\circ$ a sine would give $-8.55$ nm. The defocus can be tested in the same way. For $h=5000$ nm, $\theta=6^\circ$, $\mathrm{NA}=0.05$ and a point source, the peak intensity is greatest at $z_w=317.5$ nm; equation \eqref{eq:focus} gives 317.7 nm, whereas $h/M^2$ alone would give 312.5 nm.

\section{When more than the height matters}

\subsection{Direction of the plane of incidence}

If the plane of incidence is turned by $\varphi$ from the $x$ axis, the chief ray has lateral sines $(\sin\theta\cos\varphi,\sin\theta\sin\varphi)$. The derivative of the vertical cosine with respect to the $x$ sine is then $-\sin\theta\cos\varphi/\cos\theta$, and the shift along $x$ becomes
\begin{equation}
\Delta x_w=-\frac{h\tan\theta\cos\varphi}{M}.
\end{equation}
The component along $y$ has $\sin\varphi$ in place of $\cos\varphi$. In a curved exposure slit $\varphi$ changes along the slit. For $\varphi=20^\circ$, taken as an example, the components are $-2.47$ and $-0.90$ nm. The computed image of the slot, still perpendicular to $x$, moves by $-2.47$ nm; at $\varphi=90^\circ$ it does not move. The length of the shift vector is unchanged, but its direction turns.

\subsection{Height that varies}

The rigid translation behind \eqref{eq:phase} need hold only over the patch that the lens resolves, of order $\lambda/a=13.5/0.0825\approx164$ nm on the mask. If $h$ is nearly constant over that patch, its local value enters \eqref{eq:main}. A 100 nm step inside the patch is another problem: it gives neighbouring parts of the pattern different phases and distorts the image.

Take a Gaussian bump 100 nm high with a standard deviation of 1 mm, and put the slot one standard deviation from the crest. The local height is 60.65 nm, for which the formula gives $-1.594$ nm; the computed image moves by $-1.597$ nm.

The slope there, $m=-6.1\times10^{-5}$, also turns the reflected light by $2|m|$. At the wafer the angle is $M$ times larger, so with 50 nm of wafer defocus a simple ray estimate gives
\begin{equation}
2M|m|\times50\ \text{nm}=2\times4\times6.1\times10^{-5}\times50\ \text{nm}\approx0.024\ \text{nm}.
\end{equation}
The computed effect is 0.003 nm. The ray estimate treats the light as one narrow beam, whereas the slot spreads light across the pupil. In the limit of a uniformly filled pupil, a small tilt replaces the light at each pupil point by equally strong light and has no effect on the image. The slot lies between these limits.

\subsection{A reflecting absorber}

Suppose that a strip 240 nm wide on each side of the slot, 60 nm above the surface, reflects with amplitude 0.15 relative to the slot. The two strips displace the image by 0.09 nm even at zero height error. This offset comes from interference between strips and slot and oscillates with the strip height, with a period near $\lambda/(2\cos\theta)\approx6.8$ nm; it is about $-0.08$ nm at a height of 58.5 nm and $+0.17$ nm at 61.5 nm. Raising everything by 100 nm adds $-2.65$ nm, compared with $-2.63$ nm without the strips. The linear phase in \eqref{eq:expansion} translates any pattern equally, so the small change comes from the nonlinear terms acting on a different spectrum. This simple absorber leaves out shadowing by its side walls, polarization and the detailed multilayer response.

\subsection{Bending moves the pattern too}

The condition that the pattern keeps its lateral position can fail when the mask bends. Let a plate of thickness $t$ bend gently, with its mid-plane unstretched and its normals remaining normal. For a small slope $dh/dx$ the unit normal is approximately $(-dh/dx,\,1)$. The top surface lies $t/2$ along it, so the pattern moves sideways by
\begin{equation}
b=-\frac t2\frac{dh}{dx},
\qquad\text{and in total}\qquad
\Delta x_w=\frac{b-h\tan\theta}{M}.
\end{equation}
For a bow $h=H\cos(2\pi x/L)$ with $H=100$ nm, $L=100$ mm and $t=6.35$ mm, the largest slope is $2\pi H/L=6.28\times10^{-6}$. The largest sideways displacement is
\begin{equation}
\frac{6.35\times10^6\ \text{nm}}{2}\times6.28\times10^{-6}=19.9\ \text{nm}
\end{equation}
at the mask, or 5.0 nm at the wafer. This is the thin-plate value; at $2\pi t/L=0.4$ full elasticity, with the back face free to slide, gives about 19.4 nm at the mask. This is nearly twice the shift due to height alone. The two do not peak together: at a crest the slope vanishes and \eqref{eq:main} stands by itself, while halfway down the flank $h=0$ and bending gives the whole shift.

\section{Relation to a real scanner}

The wavelength, aperture, reduction, chief-ray angle and plate thickness are rough typical values for a 0.33-aperture extreme-ultraviolet scanner. The height error of 100 nm is a round number chosen for illustration. The result scales linearly, so 50 nm would give 1.3 nm. If the plane of incidence is the same everywhere, a uniform height offset shifts the whole image equally and can be removed by alignment. In a curved slit the shift changes direction along the slit, so moving the image as a whole removes only the common part. What counts is the shift left after the corrections applied. For the bow above, with an unstretched mid-plane, the assumption of a fixed lateral pattern position fails by up to 5 nm at the wafer; if the back face is held against sliding, the mid-plane stretches and the figure rises to about 9 nm. A prediction for a clamped mask therefore needs both its height map and the sideways displacement of its pattern, each taken relative to the state in which the pattern was written. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Wavelength: 13.5 nm; wafer NA: 0.33
Reduction: 4; chief-ray angle: 6.0 deg
Height error: 100 nm; mask slot width: 80 nm
tan(theta): 0.10510
Apparent pattern shift at mask, rays: -10.510 nm
Fixed narrow beam shift at mask, rays: -21.021 nm
Wafer shift, formula: -2.6276 nm
Wafer shift, imaging, sigma 0.5: -2.6328 nm
Imaging minus formula: -0.0052 nm
Wafer shift, imaging, sigma 0.0: -2.6326 nm
Wafer shift, imaging, sigma 0.3: -2.6327 nm
Wafer shift, imaging, sigma 0.8: -2.6331 nm
Height error for 1 nm wafer shift: 38.06 nm
Small-aperture test (NA 0.05, sigma 0.3):
  3 deg: imaging -1.3103, formula -1.3102 nm
  6 deg: imaging -2.6277, formula -2.6276 nm
  12 deg: imaging -5.3141, formula -5.3139 nm
  20 deg: imaging -9.0997, formula -9.0993 nm
Pupil-edge sine at mask: 0.0825
Pupil-edge phase, linear term: 0.40357 rad
Pupil-edge phase, quadratic term: 0.16102 rad
Pupil-edge phase, cubic term: 0.00140 rad
Wafer defocus from height error: 6.354 nm
Focus scale wavelength/(2 NA^2): 62.0 nm
Wafer shift after refocusing: -2.6328 nm
Focus test, height 5000 nm, NA 0.05:
  found 317.53 nm, formula 317.69 nm
Azimuth 20 deg, imaging: -2.4741 nm
  formula: -2.4691 nm
  cross component: -0.8987 nm
Azimuth 90 deg, imaging: -0.00000 nm
Gaussian bump: peak 100 nm, width 1.0 mm
Flank height: 60.65 nm; slope: -6.065e-05
Flank wafer shift, imaging: -1.5972 nm
Flank wafer shift, formula: -1.5937 nm
Slope effect at 50 nm defocus: 0.0034 nm
Absorber height: 60 nm; amplitude: 0.15
Image offset with absorber at zero height error: 0.0883 nm
Added wafer shift with absorber: -2.6466 nm
Plate thickness: 6.35 mm; bow period: 100 mm
Largest slope of 100 nm cosine bow: 6.283e-06
Largest bending displacement at mask: 19.95 nm
Largest bending displacement at wafer: 4.99 nm
\end{verbatim}
